# Critical coupling and non-monotonic readout of a phase-change microring, part 2

A microring beside one bus waveguide carries a phase-change patch of length $L$. As the crystallised fraction $x$ of that length goes from 0 to 1, the patch absorbs more and its modal index rises by $\Delta n$. The first half treated tracked readout, in which the laser follows the resonance. The question now is what a laser of fixed wavelength $\lambda$ reads.

Fields vary in time as $e^{-i\omega t}$, so a positive imaginary index means absorption. Squared moduli of amplitudes are powers, and the input amplitude is 1. The coupler has real amplitudes $t$ for staying in the same guide and $\kappa$ for crossing, with $t^2+\kappa^2=1$:

$$b_1=t+i\kappa a_2,\qquad b_2=i\kappa+t a_2 .$$

Here $b_1$ leaves along the bus, $b_2$ enters the ring and $a_2$ returns to the coupler. With light circulating one way, a trip multiplies the field by $z=ae^{i\varphi}$, where $\varphi$ is the phase measured from resonance. Then

$$b_1=\frac{t-ae^{i\varphi}}{1-tae^{i\varphi}} .$$

The transmitted power fraction $T=|b_1|^2$ is

$$T=\frac{t^2+a^2-2ta\cos\varphi}{1+t^2a^2-2ta\cos\varphi},\qquad a=e^{-A}.$$

With $t=e^{-\Gamma}$, the ring is overcoupled for $A<\Gamma$, critically coupled at $A=\Gamma$ and undercoupled for $A>\Gamma$. The loss is $A(x)=A_a+(A_c-A_a)x$, from amorphous to crystalline patch. A power loss of $D$ decibels contributes $0.1151D$ to $A$.

In the example, $\lambda=1550$ nm, the circumference is 377 µm, $L=4$ µm, $\Delta n=0.06$, $t=0.85$, $\Gamma=0.1625$, $A_a=0.0178$ and $A_c=0.4691$. Tracked $T$ starts at 0.644, vanishes at $x_{\rm crit}=0.321$, where $A=\Gamma$, and ends at 0.230. At fixed wavelength, full crystallisation adds the phase

$$\varphi_{\rm full}=\frac{2\pi}{\lambda}\Delta n\,L=0.973\ \text{rad}.$$

### Phase and loss are tied together

Let the laser sit on the resonance of the amorphous state, and count $\varphi$ from there. Both the phase and the added loss are proportional to $x$, so they are proportional to each other:

$$\varphi=\rho(A-A_a),\qquad \rho=\frac{\varphi_{\rm full}}{A_c-A_a}=\frac{0.973}{0.4513}=2.16 .$$

The number $\rho$ is a property of the mode and the material. A modal index $n+in''$ attenuates amplitude as $e^{-2\pi n''s/\lambda}$ and advances phase as $2\pi ns/\lambda$. Hence $\rho=\Delta n/\Delta n''$, the ratio of the changes in the real and imaginary index. Within this model the patch length drops out of it.

### A more useful form of the transmission

Insert the exponentials into $T$ and multiply numerator and denominator by $e^{A+\Gamma}$. The numerator becomes $e^{A-\Gamma}+e^{\Gamma-A}-2\cos\varphi$, and the denominator $e^{A+\Gamma}+e^{-A-\Gamma}-2\cos\varphi$. Thus

$$T=\frac{\cosh(A-\Gamma)-\cos\varphi}{\cosh(A+\Gamma)-\cos\varphi}.$$

Subtract from 1 and use $\cosh(A+\Gamma)-\cosh(A-\Gamma)=2\sinh A\sinh\Gamma$:

$$1-T=\frac{2\sinh A\,\sinh\Gamma}{\cosh(A+\Gamma)-\cos\varphi}.$$

### The first response to crystallisation

Along the path followed by a fixed laser,

$$\frac{dT}{dA}=\frac{\partial T}{\partial A}+\rho\frac{\partial T}{\partial\varphi}.$$

The second term contains $\sin\varphi$, which vanishes at the starting point. The initial slope is therefore the same as for tracked readout. It is negative if the amorphous ring is overcoupled and positive if it is undercoupled. This holds for any $\rho$.

The detuning then grows and pushes the transmission up. In an overcoupled ring read in this way, added loss lowers the reading while detuning raises it, and the turn comes where the two effects balance.

### The turning point

Take $A$, $\Gamma$ and $\varphi$ small compared with 1. To leading order $\sinh u\approx u$, $\cosh u\approx1+u^2/2$ and $\cos\varphi\approx1-\varphi^2/2$, so

$$1-T\approx\frac{4A\Gamma}{(A+\Gamma)^2+\rho^2(A-A_a)^2}.$$

Expand the denominator in powers of $A$, then divide numerator and denominator by $A$:

$$1-T\approx\frac{4\Gamma}{(1+\rho^2)A+2(\Gamma-\rho^2A_a)+\dfrac{\Gamma^2+\rho^2A_a^2}{A}} .$$

The transmission is lowest where the new denominator is smallest. Its derivative is $(1+\rho^2)-(\Gamma^2+\rho^2A_a^2)/A^2$, which passes once from negative to positive as $A$ grows. The minimum is at

$$A_*=\sqrt{\frac{\Gamma^2+\rho^2A_a^2}{1+\rho^2}} .$$

At this point the first and last terms of the denominator are equal. The lowest transmission is therefore

$$T_*=1-\frac{2\Gamma}{(1+\rho^2)A_*+\Gamma-\rho^2A_a}.$$

Two comparisons give the meaning of $A_*$.

- The condition $A_*>A_a$ reads $\Gamma^2+\rho^2A_a^2>(1+\rho^2)A_a^2$, or $\Gamma>A_a$. The turn lies ahead of the starting state if the ring starts overcoupled.
- The condition $A_*<\Gamma$ reads $\Gamma^2+\rho^2A_a^2<(1+\rho^2)\Gamma^2$. For $\rho\ne0$ this is again $A_a<\Gamma$. The turn then comes before critical coupling.

So in this small-loss regime, a fixed laser parked on the amorphous resonance sees a turn if $A_a<\Gamma$ and $A_c>A_*$. The second requirement is weaker than $A_c>\Gamma$. The reading can turn even in a ring that never becomes undercoupled, and in that case detuning causes the turn. A non-monotonic reading at fixed wavelength is thus no proof that critical coupling was crossed.

The limits in $\rho$ are consistent. For $\rho=0$ the phase does not move, $A_*=\Gamma$ and $T_*=1-2\Gamma/(2\Gamma)=0$, which is the tracked result. For large $\rho$, expansion of the square root gives $A_*\approx A_a+(\Gamma^2-A_a^2)/[2A_a(1+\rho^2)]$. The denominator of $T_*$ then tends to $(\Gamma+A_a)^2/(2A_a)$, so that

$$T_*\to1-\frac{4A_a\Gamma}{(\Gamma+A_a)^2}.$$

This is the starting transmission in the same approximation. When the index changes much faster than the loss, the dip next to the starting state therefore becomes shallow, and it vanishes in the limit. This small-phase result does not cover the whole range of $x$: if $\varphi$ reaches $2\pi$ before the patch is fully crystallised, the laser meets the next resonance and the reading dips again.

### The fixed laser in numbers

With $\rho^2=4.647$,

$$A_*=\sqrt{\frac{0.02641+0.00147}{5.647}}=0.0703 ,$$

which corresponds to $x=(0.0703-0.0178)/0.4513=0.116$. The lowest transmission is

$$T_*=1-\frac{0.3250}{0.3968+0.1625-0.0827}=0.318 .$$

Numerical minimisation of the full hyperbolic expression puts the minimum at $x=0.117$ with $T=0.317$. The leading-order formulas are therefore adequate at the turning point, where $A$ and $\varphi$ are still small. They are less accurate at the crystalline end, where $\varphi$ is nearly 1 rad: there the leading-order transmission is 0.773, against 0.753 from the full expression. The full expression gives:

| $x$ | tracked $T$ | fixed-laser $T$ |
|---|---|---|
| 0 | 0.644 | 0.644 |
| 0.1 | 0.194 | 0.320 |
| 0.2 | 0.040 | 0.365 |
| 0.321 | 0 | 0.475 |
| 0.5 | 0.039 | 0.598 |
| 0.75 | 0.137 | 0.697 |
| 1 | 0.230 | 0.753 |

Both readings fall and then rise, but they are different measurements. The fixed laser does not find the zero. At critical coupling it reads 0.475, because the resonance has already moved away. Its final reading also exceeds its first one, while the tracked reading ends below its start.

### A constant offset and a change of temperature

A tracking circuit may hold the laser at a constant phase offset $\varphi$ from resonance. The lowest transmission then occurs where $\sinh A/[\cosh(A+\Gamma)-\cos\varphi]$ is largest. Setting its derivative with respect to $A$ to zero gives

$$\cosh A\,[\cosh(A+\Gamma)-\cos\varphi]=\sinh A\,\sinh(A+\Gamma).$$

The identity $\cosh A\cosh(A+\Gamma)-\sinh A\sinh(A+\Gamma)=\cosh\Gamma$ reduces this to

$$\cosh A=\frac{\cosh\Gamma}{\cos\varphi},\qquad \cos\varphi>0 .$$

A constant offset moves the minimum to higher loss, whereas the growing offset of a fixed laser moved it to lower loss. The minimum is also no longer zero, since the numerator $\cosh(A-\Gamma)-\cos\varphi$ is positive whenever $\cos\varphi<1$.

Temperature supplies such an offset. Take a rough thermo-optic coefficient of $2.5\times10^{-5}$ per kelvin for the guided mode. If the whole ring warms by 1 K and the laser is not readjusted, the phase changes by

$$\frac{2\pi}{1.55}\times377\times2.5\times10^{-5}=0.038\ \text{rad}.$$

The state at $A=\Gamma$ then transmits 0.014 instead of zero. If this offset stays constant while the patch is crystallised, the minimum moves from $x=0.321$ to $x=0.331$. A change of 10 K is far more serious. With ten times the phase, the amorphous state reads 0.934 instead of 0.644. The ring needs temperature control or resonance tracking if its absolute transmission is to represent stored data.

### Reflections at the patch

The derivation let light travel one way round the ring. The patch has a different modal index from the bare guide, so it reflects a little and feeds a wave circulating the other way.

Let the patch have transmission amplitude $\tau$ and reflection amplitudes $r_L$ and $r_R$ from its two sides. Let $P$ be the amplitude and phase factor of the rest of the ring, divided equally between the two arms. The waves $u$ and $v$ that strike the patch from the left and right obey

$$u=\sqrt P\,i\kappa+tP(\tau u+r_Rv),\qquad v=tP(r_Lu+\tau v),$$

and the output is $b_1=t+i\kappa\sqrt P(\tau u+r_Rv)$. With $D=1-tP\tau$, the second equation gives $v=tPr_Lu/D$. Elimination of $u$ and $v$ yields

$$b_1=t-\kappa^2P\,\frac{\tau+tPr_Lr_R/D}{D-t^2P^2r_Lr_R/D}.$$

For $r_L=r_R=0$ this returns the one-way result with $z=P\tau$. The reflections enter explicitly through the product $r_Lr_R$, so their effect is of second order in the reflected amplitude.

To size it, $\tau$, $r_L$ and $r_R$ were calculated from a scalar one-dimensional wave equation. The field and its slope were matched at each face, with modal indices 1.70 for the bare guide, 1.74 under amorphous material and 1.80 under crystalline material. The phase of $P$ was then scanned to find the transmission minimum for 201 values of $x$. The patch reflects at most 0.15 % of the power. The tracked transmission changes by at most 0.042 in absolute value over this set, and the lowest value still lies at $x=0.320$, the sampled point nearest to $x_{\rm crit}$. These figures are favourable ones. The product $r_Lr_R$ must be compared with $D^2$, which is only about 0.027 near the amorphous end, and a 4 µm amorphous patch happens to lie close to a length at which the reflections from its two faces cancel. For patches of 3.9 and 4.1 µm the reflection reaches about 0.25 %, the tracked transmission changes by up to 0.073 and 0.088, and the minimum lies at about $x=0.33$ and $0.31$. With this coupler, reflection at this level shifts the readings but leaves a single turn close to $x_{\rm crit}$.

### Edge scattering and heating by the read light

The one-dimensional wave equation has no radiation modes, so light scattered out of the guide at patch edges must be allowed for separately. A partly crystallised patch has three edges: its two ends and the internal boundary. A rough allowance of 0.05 dB at each gives 0.15 dB in total, or $0.1151\times0.15=0.0173$ in $A$. The crystalline fraction then has less loss left to supply, and critical coupling moves to

$$x=\frac{0.1625-0.0178-0.0173}{0.4513}=0.282 .$$

The read light also heats the patch. The absorbed power cannot exceed the input. For 0.01 mW of read power and a rough thermal resistance of $5\times10^4$ K/W, the steady temperature rise is at most 0.5 K, even if all the light is absorbed in the patch. Common phase-change alloys crystallise quickly only at temperatures well over 100 K above room temperature, so reading at this power should not rewrite the state. The bound grows in proportion to the read power.

### The model beside real devices

Radii of tens of micrometres, patches a few micrometres long and bare losses of a few dB/cm are ordinary for dielectric rings of this kind. A crystalline modal loss near 1 dB/µm is at the low end for a film about ten nanometres thick. A slab-waveguide estimate for 10 nm of Ge$_2$Sb$_2$Te$_5$ on 330 to 400 nm of silicon nitride gives 2 to 7 dB/µm and $\rho$ between 0.8 and 1.6, for crystalline indices from $6.1+0.8i$ to $7.5+1.5i$. The coupler is a fairly strong one: it transfers 28 % of the power per pass. A weaker coupler lowers $\Gamma$ and brings critical coupling to a smaller $x$, as long as $\Gamma$ stays above $A_a$. In this example that requires a power transfer above $1-e^{-2A_a}$, or 3.5 %. With less, the ring starts undercoupled and the turn is lost. This threshold neglects edge scattering and reflections. An allowance of 0.05 dB at each of the two ends of the amorphous patch raises it to 5.7 %, and with the present coupler it lowers the starting reading from 0.644 to 0.48. Reflections also move the zero further when the coupler is weak: at 8 % transfer it shifts from $x=0.053$ to about $0.04$. The first half also assumes resonance tracking. In this example, a laser left on the amorphous resonance reads 0.475 at $x_{\rm crit}$ instead of zero. Partial crystallisation may also form grains throughout the film instead of one crystalline length. If the loss still rises steadily from $A_a$ to $A_c$, tracked readout keeps its fall and rise, with the zero at $A=\Gamma$, though the value of $x$ at which this happens may differ. The fixed-laser formulas lose their footing in that case, because phase and loss need no longer grow in a constant ratio.
